\section*{Why phonon softening need not follow the Fermi-surface nesting function, part 2}

The rule under test says that a phonon is softest where the nesting function
\begin{equation}
\xi(\mathbf q)=\frac1N\sum_{\mathbf k,mn}\delta(\varepsilon_{n\mathbf k})\,\delta(\varepsilon_{m\mathbf k+\mathbf q}),
\label{eq:xi}
\end{equation}
peaks ($N$ cells, bands $m,n$, one spin, energies from the Fermi level). Hartree units, $\hbar=1$, and $T=0$ unless stated. Electrons are independent and spin-degenerate. Atoms move by $\mathbf e\,N^{-1/2}(u\,e^{i\mathbf q\cdot\mathbf R}+u^*e^{-i\mathbf q\cdot\mathbf R})$, giving
\begin{equation}
V=N^{-1/2}\left(uO+u^*O^\dagger\right),\qquad
O=\sum_{\mathbf k,mn}D_{mn}(\mathbf k,\mathbf q)\,c^\dagger_{m\mathbf k+\mathbf q}c_{n\mathbf k},
\label{eq:V}
\end{equation}
\begin{equation}
\delta K(\mathbf q)=-\frac2N\sum_{\mathbf k,mn}|D_{mn}(\mathbf k,\mathbf q)|^2\,\frac{f_{n\mathbf k}-f_{m\mathbf k+\mathbf q}}{\varepsilon_{m\mathbf k+\mathbf q}-\varepsilon_{n\mathbf k}},
\qquad M\omega^2=K_0+\delta K ,
\label{eq:dK}
\end{equation}
with atomic mass $M$ and remaining force constant $K_0=M\omega_0^2$. Energies, occupations and velocities are $\varepsilon,f,\mathbf v$ at $n\mathbf k$, primed at $m\mathbf k+\mathbf q$. The susceptibility is $\chi_0=(2/N)\sum(f-f')/(\varepsilon'-\varepsilon)$.

The example is a square layer, spacing $d$, hopping $-t$. With $t=d=1$ in formulas, $\varepsilon_{s,p}=E_{s,p}-\gamma$, $\gamma=2(\cos k_x+\cos k_y)$, $\Delta=E_s-E_p$. The $s$ pocket at $\Gamma$ has depth $\mu$; the full $p$ band lies $g$ below the Fermi level. In-plane modes (coupling $\alpha$) drive only $s\to s$ transitions, $z$ modes (coupling $\beta$) only $s$--$p$.

For $\mathbf q=(q,0)$, in the $s$ band,
\begin{equation}
\varepsilon_{\mathbf k+\mathbf q}-\varepsilon_{\mathbf k}=2[\cos k_x-\cos(k_x+q)]=4s\sin y,\qquad s=\sin\tfrac q2,\quad y=k_x+\tfrac q2 .
\label{eq:de}
\end{equation}
\begin{equation}
\xi(q,0)=\frac{1}{16\pi^2\,s\,\sin k_y^*}\quad(q<2k_F),\qquad \xi=0\quad(q>2k_F).
\label{eq:xiline}
\end{equation}
Here $\cos k_y^*=E_s/2-\cos(q/2)$ and $2k_F=2.094$. The longitudinal mode has $|D|^2=16\alpha^2s^2\cos^2y$ and $\delta K_L=-2\alpha^2W_L/t$, with $W_L(2k_F)=0.7897$.

For the $z$ mode, $x=\gamma(\mathbf k)-\gamma(\mathbf k+\mathbf q)$, $e=\Delta-x\ge g$, $S=\int_{\rm out}1/e$, $W=\int_{\rm out}x^2/e$, $\delta K_z=-4\beta^2W/t$ and $\chi_0=2(\chi_{ss}+2S)/t$. Here $\chi_{ss}$ is the $s$-band part per spin, $\int_{\rm out}$ and $\int_{\rm in}$ are $\int d^2k/(2\pi)^2$ outside and inside the pocket, $n=\int_{\rm in}1$, $G=\int_{\rm in}\gamma$, and $c_S,c_W$ are the quadratic coefficients of $S,W$ about $\mathrm M=(\pi,\pi)$; $\mathrm X=(\pi,0)$. $S$ and $W$ peak at $\mathbf q_S=(\pi,2.054)$ and $\mathbf q_W=(\pi,2.084)$. At $\mathbf q_W$, $W=2.789$, $\omega=0.62\,\omega_0$ and $\xi=0$.

Parameters: $t=\mu=0.02$~Ha, $g=0.004$~Ha, $\alpha=\beta=0.01$~Ha/bohr, $M=91144\,m_e$, $\omega_0=0.001$~Ha, $K_0=0.09114$~Ha/bohr$^2$, $E_s=3t$, $\Delta=7.2t$.

\subsection{The comparison}

\begin{center}
\begin{tabular}{lcccc}
$\mathbf q$ & $\xi$ & $\chi_0$ (Ha$^{-1}$) & $\delta K_z$ (Ha/bohr$^2$) & $\omega_z$ (Ha)\\
$\Gamma$ & $\infty$ & 34.55 & 0 & 0.001000\\
$(2k_F,0)$ & $\infty$ & 38.14 & $-0.0171$ & 0.000902\\
X & 0 & 33.75 & $-0.0232$ & 0.000863\\
$\mathbf q_W$ & 0 & 37.05 & $-0.0558$ & 0.000623\\
M & 0 & 34.20 & $-0.0447$ & 0.000714
\end{tabular}
\end{center}

Within the $z$ branch the softening at $\mathbf q_W$ exceeds that at $(2k_F,0)$ by the factor $2.789/0.853=3.3$, whatever the value of $\beta$. Lowering the $p$ band leaves $\xi$ unchanged everywhere but reduces the maximum of $W$ to $1.851$ at $g=0.02$~Ha and $1.442$ at $g=0.04$~Ha, raises the lowest frequency to $0.000771$ and $0.000827$~Ha, and moves the peak along X--M to $q_y=2.21$ and $2.43$. At $g=0.004$~Ha the lattice becomes harmonically unstable at $\mathbf q_W$ when $4\beta^2W/t=K_0$, that is at $\beta=\sqrt{0.09114\times0.02/(4\times2.7893)}=0.0128$~Ha/bohr.

The unweighted $\chi_0$ is larger at $\mathbf q_W$ than at X and M, but its maximum also misses the soft mode. On the sampled path $\Gamma$--X--M--$\Gamma$ it varies only between $33.75$ and $38.87$~Ha$^{-1}$, a ratio of $1.15$, and its maximum sits at the diagonal $2k_F$ point, far from $\mathbf q_W$. Along X--M it does have a lower local maximum, about $37.1$~Ha$^{-1}$ near $q_y=2.0$, close to the peak of $S$ and to $\mathbf q_W$. It gives every transition the same weight, counting $\chi_{ss}$ once and $S$ once for each of the two orderings, whereas each mode couples to only one of them. At the single wavevector $\mathbf q_W$ the two in-plane modes have $\delta K=-0.0011$ and $-0.0014$~Ha/bohr$^2$ against $-0.0558$ for the $z$ mode. This comparison between branches, and the statement that the $z$ mode is softer than the longitudinal mode at its Kohn cusp, depend on the choice $\alpha=\beta$.

\section{The general statement}

Consider independent or mean-field electrons in any number of bands, with spin degeneracy and time-reversal symmetry, coupled to a harmonic mode by Eq.~(\ref{eq:V}). Define the vertex-weighted joint density of states and the absorption spectrum, per spin,
\begin{align}
J_D(\varepsilon,\varepsilon')&=\frac1N\sum_{\mathbf k,mn}|D_{mn}|^2\,\delta(\varepsilon-\varepsilon_{n\mathbf k})\,\delta(\varepsilon'-\varepsilon_{m\mathbf k+\mathbf q}),\\
A_D(\omega)&=\int d\varepsilon\,[f(\varepsilon)-f(\varepsilon+\omega)]\,J_D(\varepsilon,\varepsilon+\omega),
\label{eq:AD}
\end{align}
and let $J$ and $A$ be the same with $|D|^2=1$, so that $\xi=J(0,0)$. To second order in $D$:
\begin{enumerate}
\item The static softening is $\delta K=-4\int_0^\infty A_D(\omega)\,d\omega/\omega$, which at $T=0$ is
\begin{equation}
\delta K=-4\int_{-\infty}^0d\varepsilon\int_0^\infty d\varepsilon'\,\frac{J_D(\varepsilon,\varepsilon')}{\varepsilon'-\varepsilon}.
\label{eq:quadrant}
\end{equation}
\item The half-width of a weakly damped mode of frequency $\Omega$ is $\Gamma=\pi A_D(\Omega)/(M\Omega)$, which tends to $\pi J_D(0,0)/M$ when $J_D$ is continuous at the origin and varies little over $\Omega$ and $T$.
\item The transitions below an energy $\omega_c$ give a share of $\delta K$ that vanishes as $\omega_c\to0$, even where $\xi$ diverges, provided the velocities at the points joined by $\mathbf q$ are non-zero and no finite piece of Fermi surface maps onto another with non-zero vertex. Such a piece gives a logarithm if the velocities are antiparallel, and a finite term from vanishing energy if they are parallel.
\end{enumerate}
The softening is thus an integral of $J_D$ over a quadrant of the $(\varepsilon,\varepsilon')$ plane, and $\xi$ is the unweighted value at its corner. Statement 3 is proved below for transversal crossings, for tangent contacts of two-dimensional contours with unequal curvatures ($\kappa\ne0$ below), and for flat contacts with equal speeds. A contact of higher order, where the two contours separate as $k_\parallel^n$ with $n>2$, is not treated in detail; the same steps replace the exponent $\frac12$ of the low-energy share by $1/n$.

\subsection{Proof of statements 1 and 2}

Let $u(t)=ue^{-i\omega t}$, switched on slowly ($\omega\to\omega+i0$). The one-particle density matrix obeys $i\dot\rho=[h,\rho]$. To first order, the element between $a=(m,\mathbf k+\mathbf q)$ and $b=(n,\mathbf k)$ satisfies $\omega\,\delta\rho_{ab}=(\varepsilon_a-\varepsilon_b)\delta\rho_{ab}+V_{ab}(f_b-f_a)$ with $V_{ab}=N^{-1/2}Du$; the term in $u^*$ carries momentum $-\mathbf q$ and feeds other elements. Varying the Lagrangian $M|\dot u|^2-K_0|u|^2-\langle V\rangle$ with respect to $u^*$ gives $M\ddot u=-K_0u-N^{-1/2}\langle O^\dagger\rangle$, and $\langle O^\dagger\rangle=2\sum D^*\delta\rho_{ab}$ with the factor two for spin, because $\langle c_b^\dagger c_a\rangle=\rho_{ab}$. Hence $M\omega^2=K_0+\delta K(\omega)$ with
\begin{equation}
\delta K(\omega)=\frac2N\sum|D|^2\frac{f-f'}{\omega+i0-(\varepsilon'-\varepsilon)}=2\int_{-\infty}^\infty d\omega'\,\frac{A_D(\omega')}{\omega+i0-\omega'} ,
\label{eq:dyn}
\end{equation}
the second form following by inserting $\int d\omega'\,\delta(\omega'-\varepsilon'+\varepsilon)$.

Time reversal makes $A_D$ odd. Let $O_{\mathbf q}$ also denote the one-particle operator. The antiunitary $\Theta$ leaves $V$ invariant for every $u$ and conjugates $u$, so $\Theta O_{\mathbf q}\Theta^{-1}=O_{\mathbf q}^\dagger$. Then $\langle a|O_{\mathbf q}|b\rangle=\langle\Theta a|O^\dagger_{\mathbf q}|\Theta b\rangle^*=\langle\Theta b|O_{\mathbf q}|\Theta a\rangle$, which reads $|D_{mn}(\mathbf k,\mathbf q)|=|D_{nm}(-\mathbf k-\mathbf q,\mathbf q)|$. With $\varepsilon_{n,-\mathbf k}=\varepsilon_{n\mathbf k}$ this gives $J_D(\varepsilon,\varepsilon')=J_D(\varepsilon',\varepsilon)$. Shifting $\varepsilon\to\varepsilon+\omega$ in $A_D(-\omega)$ then yields $-A_D(\omega)$. At $\omega=0$ Eq.~(\ref{eq:dyn}) becomes $-2\int_{-\infty}^\infty A_D\,d\omega'/\omega'=-4\int_0^\infty A_D\,d\omega'/\omega'$, which is Eq.~(\ref{eq:dK}) rewritten. At $T=0$, $f(\varepsilon)-f(\varepsilon+\omega)$ is one for $-\omega<\varepsilon<0$ and zero otherwise, so
\begin{equation}
A_D(\omega)=\int_{-\omega}^0d\varepsilon\,J_D(\varepsilon,\varepsilon+\omega),
\label{eq:window}
\end{equation}
and the change of variable $\varepsilon'=\varepsilon+\omega$ gives Eq.~(\ref{eq:quadrant}).

From Eq.~(\ref{eq:dyn}), $\mathrm{Im}\,\delta K(\omega)=-2\pi A_D(\omega)$. Setting $\omega=\Omega-i\Gamma$ with $\Gamma\ll\Omega$, and neglecting the frequency dependence of $\mathrm{Re}\,\delta K$, the imaginary part of $M\omega^2=K_0+\delta K$ is $-2M\Omega\Gamma=-2\pi A_D(\Omega)$. The window in Eq.~(\ref{eq:AD}) has integrated weight $\omega$ at any temperature, so $A_D\simeq\omega J_D(0,0)$ when $J_D$ is nearly constant across it. This proves statement 2. Since $J_D(0,0)$ is $\xi$ times the average of $|D|^2$ over the crossings, each weighted by $|\mathbf v\times\mathbf v'|^{-1}$, the linewidth follows $\xi$ as a function of $\mathbf q$ only where this average does not change with $\mathbf q$; for the longitudinal mode on $\Gamma$--X it carries the factor $\sin^2(q/2)$.

The model illustrates both limits. On $\Gamma$--X the crossings have $y=0$ and $|D|^2=16\alpha^2s^2$. At $q=1.885$ this is $1.047\times10^{-3}$~Ha$^2$/bohr$^2$, and $\Gamma=\pi\times1.047\times10^{-3}\times47.76/91144=1.72\times10^{-6}$~Ha; at the mode frequency $0.000963$~Ha the ratio $A/(\omega\xi)$ is $1.003$. For the $z$ mode $A_D=0$ for $\omega<g$, so the softest phonon has no electronic linewidth at this order. The two orderings then combine as $1/(e-\omega)+1/(e+\omega)$, which replaces $1/e$ in $W$ by $e/(e^2-\omega^2)$. At $\mathbf q_W$ and $\omega=\omega_0$ this raises $W$ by $0.5\%$ of its static value, an upper bound on the adiabatic error in $W$ at the mode frequency $0.62\,\omega_0$, since $e/(e^2-\omega^2)$ grows with $\omega$. Only a third ($0.33$) of $W(\mathbf q_W)$ comes from transitions below $t=0.02$~Ha.

\subsection{Proof of statement 3}

If the Fermi surfaces cross transversally, $J_D$ is bounded by some $J_{\max}$ near the origin. Equation~(\ref{eq:window}) gives $A_D\le\omega J_{\max}$, and the part of $|\delta K|$ from $\omega<\omega_c$ is at most $4J_{\max}\omega_c$.

Where $\xi$ diverges the contours touch. Take local coordinates $k_\perp,k_\parallel$ at the contact in two dimensions, a vertex $D$ that is constant nearby, and antiparallel velocities: $\varepsilon=vk_\perp+ak_\parallel^2$ and $\varepsilon'=-v'(k_\perp-\delta)+a'k_\parallel^2$, where $\delta$ is the mismatch of $\mathbf q$. Integrating $k_\perp$ with the first delta function gives $1/v$, and the second becomes $\delta(\lambda-\kappa k_\parallel^2)/v'$ with $\lambda=\varepsilon/v+\varepsilon'/v'-\delta$ and $\kappa=a/v+a'/v'$. For $\kappa\ne0$ the two roots in $k_\parallel$ give, per unit cell area,
\begin{equation}
J_D=\frac{|D|^2}{4\pi^2vv'\sqrt{\kappa\lambda}}\quad(\kappa\lambda>0),\qquad J_D=0\quad(\kappa\lambda<0).
\end{equation}
At the corner $\lambda=-\delta$, so $\xi\propto|\delta|^{-1/2}$ on one side. At $\delta=0$, $J_D$ is homogeneous of degree $-\frac12$ in the energies and integrable, so $A_D\propto\omega^{1/2}$ and the low-energy share of $\delta K$ scales as $\omega_c^{1/2}$. The divergence of $\xi$ produces a cusp in $\delta K$, not a divergence. For parallel velocities $v'\to-v'$ in $\lambda$ and $\kappa$, with $|vv'|$ in $J_D$; at $\delta=0$ the quadrant has $\lambda<0$, where $J_D$ is either zero or again proportional to $|\lambda|^{-1/2}$, so the share vanishes at least as $\omega_c^{1/2}$. If both velocities vanish, as for two saddle points at the Fermi level joined by $\mathbf q$, $\varepsilon$ and $\varepsilon'$ are quadratic in $\mathbf k$ and $J_D$ is homogeneous of degree $-1$; if the two quadratic forms share no zero line and $J_D$ is non-zero in the quadrant, $A_D$ is constant and a logarithm arises without any nested piece (for $\varepsilon'=-\varepsilon$ the zero lines are nested and $A_D$ itself grows as $\ln(1/\omega)$), which is why statement 3 requires non-zero velocities.

The model gives the coefficient. With Eq.~(\ref{eq:de}) the delta function fixes $\sin y=\omega/4s$ with Jacobian $1/(4s|\cos y|)$, and the $k_y$ integral of $f$ is the chord $\ell(k_x)=2\arccos(E_s/2-\cos k_x)$ of the pocket, so $A=\sum_y[\ell(y-q/2)-\ell(y+q/2)]/(16\pi^2s|\cos y|)$. At $q=2k_F$ and small $\omega$ only $\ell(k_F-y)$ with $y\simeq\omega/(4\sin k_F)$ is non-zero; $\cos(\ell/2)\simeq1-y\sin k_F$ gives $\ell\simeq\sqrt{2\omega}$. The tested exponent of $A$ is $0.500$. The part of $\chi_{ss}=2\int A\,d\omega/\omega$ below $\omega_c$ is $\sqrt{2\omega_c}/(4\pi^2\sin k_F)$. For $\omega_c=\omega_0=0.05\,t$ this is $0.00925$, against $\chi_{ss}=5.147\times0.02=0.1029$, a fraction $0.090$, equal to the directly integrated value. At the point of infinite $\xi$, nine tenths of $\chi_{ss}$ comes from above $\omega_0$. For the longitudinal softening the low-energy transitions carry the weight $16\sin^2k_F=12$, and their share is $12\times0.00925/0.7897=0.14$.

For flat contact, $a=a'=0$ over a length $\mathcal L$, take $v=v'$ and $\delta=0$. Then $J_D=|D|^2\mathcal L\,\delta(\varepsilon+\varepsilon')/(4\pi^2v)$. This line passes through the quadrant, and Eq.~(\ref{eq:window}) with $\delta(2\varepsilon+\omega)$ gives the constant $A_D=|D|^2\mathcal L/(8\pi^2v)$. The integral over $d\omega/\omega$ becomes $\ln(\omega_{\max}/\omega_{\min})$, with $\omega_{\max}$ the energy range over which the two sheets stay flat and $\omega_{\min}$ set by temperature or mismatch. This is the Peierls case, in which nesting controls the softening once the logarithm outweighs the regular part of the integral. It requires $D\neq0$ on the nested sheets, and it requires antiparallel velocities. For parallel velocities $\varepsilon'=vk_\perp$ and $J_D\propto\delta(\varepsilon-\varepsilon')$, whose support meets the quadrant only at the corner, so no logarithm arises. The corner still carries a finite term: with $\varepsilon'=v(k_\perp-\delta)$, $f-f'$ is non-zero on a strip of width $|\delta|$ where $|\varepsilon'-\varepsilon|=v|\delta|$, so the sum in Eq.~(\ref{eq:dK}) receives $|D|^2\mathcal L/(4\pi^2v)$, independent of $\delta$ and entirely from $\omega=v|\delta|$. The nesting function cannot tell the two cases apart: $\delta(-\varepsilon')=\delta(\varepsilon')$, so reversing the sign of one band's dispersion about the Fermi level leaves $\xi$ unchanged at every $\mathbf q$. The harmless divergence of Eq.~(\ref{eq:xiline}) at $q\to0$ is of the parallel kind.

\subsection{Screening and range of validity}

In a self-consistent mean-field theory the electrons feel $V_s=V_b+URV_s$, where $V_b$ is the bare perturbation per unit displacement, $R(\omega)$ the independent-particle response operator and $U$ a static Hermitian interaction kernel. The force on the ions involves the bare perturbation, $\delta K=V_b^\dagger RV_s$. Substituting $V_b^\dagger=V_s^\dagger(1-R^\dagger U)$,
\begin{equation}
\delta K=V_s^\dagger RV_s-(RV_s)^\dagger U(RV_s).
\end{equation}
The first term is Eq.~(\ref{eq:dyn}) with the screened vertex on both sides. The second is real, so statement 2 holds with screened vertices as it stands. In the static softening the second term, minus the interaction energy of the induced density, must be counted in $K_0$, and it depends on $\mathbf q$. It is present for modes that induce a density on which $U$ acts, such as longitudinal modes, which induce charge; its size is not evaluated here. The $z$ mode of the model induces a mirror-odd density with no net charge per cell, although an interaction in that odd channel would still act on it: an on-site one adds a $\mathbf k$-independent $s$--$p_z$ vertex, which is not a rescaling of $\beta$, and makes the second term non-zero. Beyond these assumptions, the results fail when anharmonic terms matter, as they do close to the critical $\beta$, where the harmonic force constant at $\mathbf q_W$ goes to zero, and when quasiparticle lifetimes or vertex corrections alter the response on the energy scale that dominates Eq.~(\ref{eq:quadrant}).

\section*{Numbers as computed}
\begin{verbatim}
t=0.02 Ha, mu=0.02 Ha, gap=0.004 Ha, alpha=0.01, beta=0.01 Ha/bohr
M=50.0 u=91144 m_e, w0=0.001 Ha=27.21 meV, K0=0.09114 Ha/bohr^2
Es=0.0600 Ha, Ep=-0.0840 Ha, Delta=0.1440 Ha (q below in 1/d)
2kF on G-X=2.0944; 2kF on G-M per component=1.4455
n=0.08515 per spin, G=0.29704, DOS(EF)=4.5708 /Ha per spin
frozen phonon vs formula, worst error=3.3e-08 (units t/d^2)
q=(0.0500,0): xi=731.45 /Ha^2, chi_ss=4.5710 /Ha, WL=0.0005
q=(1.0000,0): xi=42.19 /Ha^2, chi_ss=4.6792 /Ha, WL=0.2076
q=(1.8850,0): xi=47.76 /Ha^2, chi_ss=5.0167 /Ha, WL=0.6619
q=(2.0923,0): xi=429.66 /Ha^2, chi_ss=5.1457 /Ha, WL=0.7884
q=(2.6000,0): xi=0.00 /Ha^2, chi_ss=2.8184 /Ha, WL=0.2858
q=2kF: chi_ss=5.1471 /Ha, WL=0.7897, S=6.9610 /Ha, W=0.8530
exponents at 2kF: chi_ss drop=0.499, A(w)=0.500
fraction of chi_ss(2kF) from w<w0 = 0.090
M: S=7.9352 /Ha, W=2.2343, cS=0.8240 d^2/Ha, cW=0.7801 d^2
max S=8.5452 /Ha at (3.142,2.054), from M 1.087
max W=2.7893 at (3.142,2.084), from M 1.058
gam(qS)=-2.9296, gam(qW)=-2.9815, gam(qW/2)=1.0092
qW: S=8.5433 /Ha, chi_ss=1.4387 /Ha, smeared xi=0.0e+00 /Ha^2
qW: lowest transition=0.0040 Ha, share of W below t=0.33
qW: nonadiabatic change of W at w0=0.0047
Gamma: chi0=34.55 /Ha, dK_z=-0.00000 Ha/bohr^2, w_z=0.001000 Ha
2kF: chi0=38.14 /Ha, dK_z=-0.01706 Ha/bohr^2, w_z=0.000902 Ha
X: chi0=33.75 /Ha, dK_z=-0.02320 Ha/bohr^2, w_z=0.000863 Ha
M: chi0=34.20 /Ha, dK_z=-0.04469 Ha/bohr^2, w_z=0.000714 Ha
qW: chi0=37.05 /Ha, dK_z=-0.05579 Ha/bohr^2, w_z=0.000623 Ha
chi0 path min=33.75 /Ha at (3.142,0.000)
chi0 path max=38.87 /Ha at (1.445,1.445)
chi0 path max/min=1.152
LA at 2kF: dK=-0.00790 Ha/bohr^2, w=0.000956 Ha=26.01 meV
TA at (2.6,0): dK=0.00000; LA there: dK=-0.00286 Ha/bohr^2
largest LA dK=-0.01020 Ha/bohr^2 at (1.445,1.445)
in-plane at qW: dK=-0.00108, -0.00142 Ha/bohr^2
in-plane at qW: w=0.000994, 0.000992 Ha
softest z mode: w=0.000623 Ha=16.95 meV, w/w0=0.623
LA at 0.9*2kF: w=0.000963 Ha, |D|^2=1.047e-03 Ha^2/bohr^2
  half-width=1.724e-06 Ha, A/(w xi)=1.0028
gap=0.020 Ha: max W=1.8511 at (3.142,2.212), w_z=0.000771 Ha
gap=0.040 Ha: max W=1.4420 at (3.142,2.432), w_z=0.000827 Ha
critical beta=0.01278 Ha/bohr
\end{verbatim}
